# Why octahedral d2 and high-spin d7 are not stabilised by 8Dq

**Question**

I am comparing ligand-field stabilisation energies across the 3d series. For octahedral d2 I put two electrons in $t_{2g}$ at $-4Dq$ each and get $8Dq$. High-spin d7, $t_{2g}^5e_g^2$, gives $5(4Dq)-2(6Dq)=8Dq$ as well. But a table of split free-ion terms puts the ground level only $6Dq$ below the F term. Which value is right, and does it matter for thermochemistry or for site preferences?

**Answer**

Each coefficient is a limit of the ratio of the stabilisation to $Dq$: 6 at weak field and 8 at strong field. Orbital counting leaves out a change in electron repulsion, while the $6Dq$ value leaves out mixing between two terms of the free ion. Both effects fit into a 2×2 matrix.

**What is being calculated**

Let $S$ be the lowering of the ground level below the ground F term of the free ion. I assume a pure d shell, a regular octahedron, no spin–orbit coupling, and the same repulsion parameters in the ion and the complex. $S$ is then one electronic contribution to an enthalpy, not the whole of it.

In the orbitals $|m\rangle$, the octahedral field $V$ acts as

$$V|\pm1\rangle=-4Dq\,|\pm1\rangle,\qquad V|\pm2\rangle=Dq\,|\pm2\rangle+5Dq\,|\mp2\rangle .$$

The sum and difference of $|2\rangle$ and $|-2\rangle$ have energies $6Dq$ ($e_g$) and $-4Dq$ ($t_{2g}$), as they should.

**Two electrons with parallel spins**

Their ten states form the terms $^3F$ (seven orbital states) and $^3P$ (three). With $M_L=0$ there are two determinants, $|1,-1|$ and $|2,-2|$. For the first, $V$ gives $-4Dq-4Dq=-8Dq$: this is $t_{2g}^2$. For the second,

$$V|2,-2|=(1+1)Dq\,|2,-2|+5Dq\,|{-2},-2|+5Dq\,|2,2| .$$

The last two determinants vanish by the Pauli principle, leaving $+2Dq$: this is $t_{2g}e_g$. The field does not couple the two configurations.

The free-ion terms do mix them. Write $P=a|2,-2|+b|1,-1|$. A P state has no component with $M_L=2$, so raising it twice must give zero. From $L_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$,

$$L_+P=2(a+b)|2,-1|+\sqrt6\,b\,|1,0| ,$$

$$L_+^2P=\left[2\sqrt6(a+b)+2\sqrt6\,b\right]|2,0|=2\sqrt6\,(a+2b)|2,0| .$$

Hence $a=-2b$. Normalising, and taking $F$ orthogonal to $P$,

$$P=\frac{2|2,-2|-|1,-1|}{\sqrt5},\qquad F=\frac{|2,-2|+2|1,-1|}{\sqrt5}.$$

The field elements follow:

$$\langle F|V|F\rangle=\frac{2+4(-8)}5Dq=-6Dq,$$

$$\langle P|V|P\rangle=\frac{4(2)+(-8)}5Dq=0,$$

$$\langle F|V|P\rangle=\frac{2(2)-2(-8)}5Dq=4Dq .$$

So the $6Dq$ state is not pure $t_{2g}^2$. It is 80% $t_{2g}^2$ and 20% $t_{2g}e_g$, because that is the mixture repulsion selects in the free ion.

**The energy at any field strength**

The Racah parameter $B$ sets the free-ion gap, $E(P)-E(F)=15B$. With the F term as zero, the matrix is

$$\begin{pmatrix}-6Dq&4Dq\\4Dq&15B\end{pmatrix}.$$

Its eigenvalues $E$ obey

$$(-6Dq-E)(15B-E)-16Dq^2=0 .$$

The lower root is

$$E=\tfrac12\left[15B-6Dq-\sqrt{(15B-6Dq)^2+360B\,Dq+64Dq^2}\right].$$

Since $(15B-6Dq)^2+360B\,Dq=(15B+6Dq)^2$ and $S=-E$,

$$S=\tfrac12\left[\sqrt{(15B+6Dq)^2+64Dq^2}+6Dq-15B\right].$$

The other levels of the F term lie at $+2Dq$ and $+12Dq$, so this root is the lowest triplet.

**How the coefficient moves from 6 to 8**

Set $x=Dq/B$ and $f=S/Dq$. Putting $E=-f\,Dq$ into the eigenvalue equation and dividing by $B\,Dq$ gives $(f-6)(15+fx)=16x$. Collecting $x$, and using $16+6f-f^2=(8-f)(f+2)$,

$$x=\frac{15(f-6)}{(8-f)(f+2)} .$$

Between $f=6$ and $f=8$ the numerator rises and the denominator falls, so $f$ increases steadily with field. The approach to 8 is slow: $f=7$ needs $Dq/B=1.67$, $f=7.5$ needs 4.74, and $f=7.9$ needs 28.8.

**Why $S$ does not tend to $8Dq$ itself**

For $Dq\gg B$, the square root is

$$\sqrt{100Dq^2+180B\,Dq+225B^2}\simeq10Dq+9B ,$$

so

$$S\simeq\tfrac12(16Dq-6B)=8Dq-3B .$$

The ratio $S/Dq$ tends to 8, but the difference $8Dq-S$ tends to $3B$. The reason is that $|1,-1|$ contains the P term with weight $1/5$, which costs $15B/5=3B$ of repulsion. Orbital counting omits this cost.

The variational principle limits the error at every field. The trial state $F$ shows that $S\ge6Dq$, and pure $t_{2g}^2$ shows that $S\ge8Dq-3B$. Therefore $8Dq-S$ is at most the smaller of $2Dq$ and $3B$.

**High-spin d7**

Five spin-up electrons fill a spherical half shell. Their field energy is $3(-4Dq)+2(6Dq)=0$, and their repulsion with the two spin-down electrons is the same for every arrangement of those two. The d2 matrix therefore applies unchanged.

There is one difference. In a strong enough field a low-spin doublet becomes the ground state of d7. Where this happens depends on the second Racah parameter, $C$. Diagonalising the full d7 problem puts the crossing at $Dq/B=1.94$, 2.12 and 2.30 for $C/B=4$, 4.5 and 5, where $S/Dq$ is 7.08, 7.13 and 7.17. For these ratios, high-spin d7 is no longer the ground state long before its coefficient nears 8. For d2, the triplet stayed lowest at all fields tested, up to $Dq/B=50$ with $C/B=4.5$.

**Does it matter? A worked case**

Take a model d7 ion with $Dq=1000$, $B=900$ and $C=4050$ cm⁻¹, which is high-spin. Then $15B=13500$ cm⁻¹ and, in cm⁻¹,

$$S=\tfrac12\left[\sqrt{19500^2+8000^2}+6000-13500\right]\approx6790 ,$$

or 81.2 kJ/mol. Relative to this, $8Dq$ is too large by about 1210 cm⁻¹ (14.5 kJ/mol). If you subtract a stabilisation from a hydration or lattice enthalpy to expose a smooth baseline, using $8Dq$ removes that much too much at d7, within this model. The neglected effects are not small beside it. The F term of d7 lies $\tfrac{31}{3}B+\tfrac73C$ below the mean energy of the configuration, so reducing $B$ and $C$ by 10% in the complex raises it by about 1875 cm⁻¹ (22.4 kJ/mol) relative to that mean. A spin–orbit constant of 515 cm⁻¹, about the size found for Co²⁺, lowers $S$ to about 6610 cm⁻¹.

A stronger field shrinks the relative error but not the absolute one: at fixed $B$, $8Dq-S$ grows with $Dq$ towards $3B$. A model d2 ion with $Dq=1800$ and $B=600$ cm⁻¹ has

$$S=\tfrac12\left[\sqrt{19800^2+14400^2}+10800-9000\right]\approx13140\ \text{cm}^{-1},$$

or 157 kJ/mol. Its coefficient, 7.30, is closer to 8 than the 6.79 of the d7 ion, yet $8Dq$ is still too large by about 1260 cm⁻¹ (15.1 kJ/mol).

Site preferences are more sensitive, because they are differences. Let the d7 ion choose between octahedral and tetrahedral sites with the same ligands, distance and $B$. In the point-charge model the tetrahedral field has the opposite sign and $4/9$ of the strength. The F level at $+12Dq$ then becomes the lowest, at $-12(4/9)Dq$. It is a single orbital state, whereas the P term stays a threefold level in a cubic field, so the two do not mix. The tetrahedral stabilisation is $12(4/9)(1000)\approx5330$ cm⁻¹, and the octahedral preference is:

- from $S$: $6790-5330=1460$ cm⁻¹ (17.4 kJ/mol);
- from $8Dq$: $8000-5330=2670$ cm⁻¹ (31.9 kJ/mol);
- from $6Dq$: $6000-5330=670$ cm⁻¹ (8.0 kJ/mol).

Within the model, counting $8Dq$ nearly doubles the preference, and using $6Dq$ more than halves it. The preference is equally sensitive to the model's assumptions. A spin–orbit constant of 515 cm⁻¹ raises it to about 1970 cm⁻¹ (23.6 kJ/mol), and the $8Dq$ count is then only 1.35 times that value. Without spin–orbit coupling the preference vanishes when the tetrahedral field reaches 0.566 of the octahedral one. In the point-charge model, where $Dq$ varies as the inverse fifth power of the distance, a tetrahedral bond 5% shorter already gives 0.574.

**What about the other configurations?**

Within this model, orbital counting is right for the other high-spin ions in octahedral sites. For d1, d4, d6 and d9 the highest spin occurs in a single D term, so there is no second term to mix in. For d3 and d8 the ground level is the single orbital state of F, which P cannot join, and it gives $12Dq$. For d5 the value is zero. The numerical check checks these cases, and the formula for $S$, by diagonalising the Hamiltonian in all the determinants of the highest spin projection.

In a tetrahedral site the roles are exchanged. There high-spin d3 and d8 have the threefold ground level that mixes with P, and the same formula applies with the tetrahedral $Dq$. For a model d8 ion with octahedral $Dq=850$ and $B=900$ cm⁻¹, the tetrahedral coefficient is 6.38 rather than 8, and the octahedral preference is about 7790 cm⁻¹ rather than the counted 7180 cm⁻¹.

So for octahedral d2 and high-spin d7, and for tetrahedral high-spin d3 and d8, use the formula for $S$ with a value of $B$ as well as $Dq$. If $B$ is unknown, $6Dq$ and $8Dq$ are lower and upper bounds within the model; spin–orbit coupling can take $S$ below $6Dq$ at weak field.

## Computed values

```
Free-ion gap E(P)-E(F) = 15.0000 B
F-term levels in the field: -6.000, 2.000, 12.000 Dq
F-P coupling (magnitude) = 4.0000 Dq
Repulsion above F: t2g2 3.000 B, t2g eg 12.000 B, coupling -6.000 B
Dq/B | S/Dq | dS/dDq | (8Dq-S)/B   (all dimensionless)
  0.01 | 6.0106 | 6.0212 | 0.0199
  0.50 | 6.4391 | 6.7963 | 0.7805
  1.00 | 6.7361 | 7.2274 | 1.2639
  2.00 | 7.0962 | 7.6201 | 1.8076
  3.00 | 7.3007 | 7.7789 | 2.0978
  5.00 | 7.5208 | 7.8997 | 2.3960
 10.00 | 7.7329 | 7.9700 | 2.6707
 50.00 | 7.9414 | 7.9986 | 2.9293
S/Dq = 7.0 is reached at Dq/B = 1.667
S/Dq = 7.5 is reached at Dq/B = 4.737
S/Dq = 7.9 is reached at Dq/B = 28.788
High-spin S/Dq at Dq/B = 1, by number of d electrons:
  d1 4.000, d2 6.736, d3 12.000, d4 6.000, d5 0.000, d6 4.000, d7 6.736, d8 12.000, d9 6.000
d7, C/B = 4.0: spin crossing at Dq/B = 1.942, S/Dq there = 7.081
d7, C/B = 4.5: spin crossing at Dq/B = 2.121, S/Dq there = 7.127
d7, C/B = 5.0: spin crossing at Dq/B = 2.300, S/Dq there = 7.169
1 cm^-1 = 0.0119627 kJ/mol
d7 example: Dq = 1000, B = 900, C = 4050 cm^-1, Dq/B = 1.1111
  6Dq = 6000, S = 6788.6, 8Dq = 8000 cm^-1; S/Dq = 6.7886
  field gain = 7293.7 cm^-1, repulsion cost = 505.1 cm^-1
  t2g eg share of the ground state = 0.0706
  S = 81.21 kJ/mol; error of 8Dq = 1211.4 cm^-1 = 14.49 kJ/mol
  tetrahedral stabilisation = 5333.3 cm^-1
  octahedral preference from S = 1455.3 cm^-1 = 17.41 kJ/mol
  octahedral preference from 8Dq = 2666.7 cm^-1 = 31.90 kJ/mol
  octahedral preference from 6Dq = 666.7 cm^-1 = 7.98 kJ/mol
d2 example: Dq = 1800, B = 600, C = 2700 cm^-1, Dq/B = 3.0000
  6Dq = 10800, S = 13141.3, 8Dq = 14400 cm^-1; S/Dq = 7.3007
  field gain = 14002.0 cm^-1, repulsion cost = 860.7 cm^-1
  t2g eg share of the ground state = 0.0221
  S = 157.21 kJ/mol; error of 8Dq = 1258.7 cm^-1 = 15.06 kJ/mol
```
